# Microcanonical rate constants from an Arrhenius law by inverse Laplace transformation

**Q:** For silane decomposing in the gas, $\mathrm{SiH_4\to SiH_2+H_2}$, I am given a high-pressure rate constant $k_\infty=A\,e^{-E_a/k_BT}$. You want the rate constant $k(E)$ of a molecule with a definite energy. How can two numbers, $A$ and $E_a$, fix a whole function?

**A:** They cannot by themselves. Two further inputs are needed: the reactant's density of states, and the assumption that the law holds at every temperature.

Let $E$ be the energy in the active degrees of freedom, those that exchange energy freely inside the molecule, measured from the reactant's ground level. Let $\rho(E)$ be their density of states and $\beta=1/k_BT$. The partition function is

$$Z(\beta)=\int_0^\infty\rho(E)\,e^{-\beta E}\,dE ,$$

the Laplace transform of $\rho$. At high pressure, collisions restore the populations faster than reaction depletes them, so the energy distribution is thermal, $f(E)=\rho(E)e^{-\beta E}/Z(\beta)$. The observed rate constant is the average of $k(E)$ over it:

$$k_\infty(\beta)=\frac{1}{Z(\beta)}\int_0^\infty \rho(E)\,k(E)\,e^{-\beta E}\,dE .$$

Multiplying by $Z$ gives

$$Z(\beta)\,k_\infty(\beta)=\int_0^\infty \big[\rho(E)k(E)\big]e^{-\beta E}\,dE. \qquad (1)$$

Since $k(E)$ belongs to an isolated molecule, it does not depend on temperature. Knowing $k_\infty$ at all $\beta>0$ therefore means knowing the full Laplace transform of $\rho k$.

**Q:** Then invert it. What comes out?

**A:** Put the Arrhenius law into the left side of (1), with $A$ and $E_a\ge0$ constant, and name the integration variable of $Z$ as $x$:

$$Z\,k_\infty=A\,e^{-\beta E_a}\int_0^\infty\rho(x)e^{-\beta x}dx
=A\int_0^\infty\rho(x)e^{-\beta(x+E_a)}dx .$$

Substitute $E=x+E_a$. Then $dE=dx$, and the lower limit $x=0$ becomes $E=E_a$:

$$Z\,k_\infty=\int_{E_a}^\infty A\,\rho(E-E_a)\,e^{-\beta E}\,dE .$$

This and (1) are transforms of two functions on $E\ge0$, equal for all $\beta>0$. A Laplace transform determines its function, apart from isolated points that carry no weight. Hence $\rho(E)k(E)=A\rho(E-E_a)$ above $E_a$ and zero below. Dividing by $\rho(E)$, which is positive for $E>0$,

$$k(E)=A\,\frac{\rho(E-E_a)}{\rho(E)}\quad(E>E_a),\qquad k(E)=0\quad(E<E_a). \qquad (2)$$

**Q:** Molecular levels are discrete. Your $\rho$ is a row of spikes, and a ratio of spikes means nothing.

**A:** For purely discrete levels $\varepsilon_n$, the left side of $\rho k=A\rho(E-E_a)$ has spikes at $\varepsilon_n$ and the right side at $\varepsilon_n+E_a$. Unless every shifted level is again a level, no choice of $k$ satisfies the equation, so a strict Arrhenius law at all temperatures is then impossible. An exception is a set of oscillators with equal quanta and $E_a$ a whole number of them; a ratio of degeneracies then replaces the ratio in (2). Otherwise formula (2) needs a density that is a function, obtained by averaging over energy or from a continuous degree of freedom.

I take three classical rotations. For a spherical top with rotational constant $B$ and symmetry number $\sigma$, the partition function is $(\sqrt\pi/\sigma)(\beta B)^{-3/2}$. Since $\int_0^\infty\sqrt E\,e^{-\beta E}dE=\tfrac12\sqrt\pi\,\beta^{-3/2}$, the rotational density is $2\sqrt E/(\sigma B^{3/2})$. If $g_n$ vibrational states lie at $\varepsilon_n$, the rotations hold the remaining energy $E-\varepsilon_n$, and

$$\rho(E)=\frac{2}{\sigma B^{3/2}}\sum_{\varepsilon_n<E}g_n\sqrt{E-\varepsilon_n}. \qquad (3)$$

The constants $B$ and $\sigma$ cancel in (2).

**Q:** Put numbers in it.

**A:** I use round parameters, roughly typical of silane: $A=10^{15}\ \mathrm{s^{-1}}$, $E_a=2.5$ eV, four stretches at 2200 cm$^{-1}$, five bends at 950 cm$^{-1}$, all harmonic, $B=3$ cm$^{-1}$ and $\sigma=12$.

Take $E=2.6$ eV. The numerator needs $\rho$ at 0.1 eV, or 807 cm$^{-1}$. This is below the first bend quantum, so one term of (3) survives:

$$\rho(E-E_a)=\frac{2\sqrt{807}}{12\times3^{3/2}}=0.911\ \text{per cm}^{-1}.$$

At 2.6 eV the full sum gives $\rho(E)=2.02\times10^6$ per cm$^{-1}$. Thus

$$k=10^{15}\times\frac{0.911}{2.02\times10^{6}}=4.5\times10^{8}\ \mathrm{s^{-1}} .$$

At 3.0 eV the densities are 131 and $5.87\times10^6$ per cm$^{-1}$, giving $2.2\times10^{10}\ \mathrm{s^{-1}}$. At 3.5 eV the result is $2.1\times10^{11}\ \mathrm{s^{-1}}$. The prefactor is reduced by the scarcity of states left after $E_a$ has been set aside, compared with all states at $E$.

**Q:** You used the shift to derive the formula. Can the inversion be done without it?

**A:** Yes, by the Bromwich integral along $\beta=c+i\tau$ with $c>0$. I include a factor $e^{\beta^2w^2/2}$ to make it converge quickly. For one energy $x$ in the transform, the integral over $\tau$ is

$$\frac1{2\pi i}\int_{c-i\infty}^{c+i\infty}e^{\beta(E-x)+\beta^2w^2/2}\,d\beta
=\frac{e^{-(E-x)^2/2w^2}}{w\sqrt{2\pi}} ,$$

as one sees by moving the line to $c=0$, where it is the Fourier integral of a Gaussian. The factor therefore smooths the answer over a width $w$.

With $w=40$ cm$^{-1}$, I inverted $Zk_\infty$ numerically, taking $Z$ as the closed product of oscillator and rotor partition functions, so no levels were counted. The result agrees with the equally smoothed $A\rho(E-E_a)$ from level counting to a relative $2\times10^{-7}$ at the four energies 2.6, 2.8, 3.0 and 3.5 eV. Dividing by the inverse of $Z$, also smoothed, gives $2.229\times10^{10}\ \mathrm{s^{-1}}$ at 3.0 eV, against $2.226\times10^{10}$ from the unsmoothed formula.

In the forward direction, averaging (2) thermally at 700, 900 and 1200 K returns the Arrhenius law within a relative $4.2\times10^{-5}$.

**Q:** For classical oscillators I know a simple power law. Does yours reduce to it?

**A:** It does. For $s$ classical oscillators each partition function is proportional to $1/\beta$, and the rotations supply $\beta^{-3/2}$. Hence $Z\propto\beta^{-(s+3/2)}$, whose inverse transform is $\rho\propto E^{s+1/2}$, and (2) becomes

$$k_{\rm cl}(E)=A\left(1-\frac{E_a}{E}\right)^{s+1/2}. \qquad (4)$$

It comes close to $A$ only when $E\gg(s+\tfrac12)E_a$; for $s=9$ it reaches $A/2$ at about $14E_a$. Without the rotations the exponent would be $s-1$, the classical Kassel form.

For silane at 3.0 eV, however, $s=9$ gives $10^{15}(1/6)^{9.5}=4.1\times10^7\ \mathrm{s^{-1}}$, about 550 times below the quantum count.

**Q:** Why so large an error at an energy of several vibrational quanta?

**A:** Write the partition function of an oscillator with quantum $\epsilon$ as

$$\frac1{1-e^{-\beta\epsilon}}=\frac{e^{\beta\epsilon/2}}{2\sinh(\beta\epsilon/2)}
=\frac{e^{\beta\epsilon/2}}{\beta\epsilon}\left[1-\frac{(\beta\epsilon)^2}{24}+\dots\right].$$

The exponentials multiply to $e^{\beta E_z}$, where $E_z=\tfrac12\sum\epsilon$ is the zero-point energy. Keeping them and dropping the bracket replaces $E$ by $E+E_z$ in the density:

$$k(E)\approx A\left(\frac{E-E_a+E_z}{E+E_z}\right)^{s+1/2}. \qquad (5)$$

Here $E_z=0.84$ eV. At $E=3.0$ eV this gives $10^{15}(1.34/3.84)^{9.5}=4.5\times10^{10}\ \mathrm{s^{-1}}$, a factor of two too high instead of 550 too low. Nearer the threshold (5) is poorer: at 2.6 eV it is about ten times too high, mostly because the terms dropped from the brackets weigh more heavily in the numerator as $E-E_a$ decreases. The excess energy of 0.5 eV is smaller than $E_z$, so leaving $E_z$ out ruins the numerator.

Expanding the logarithm of (5) at large $E$ gives the leading departure from (4):

$$\ln\frac{k}{k_{\rm cl}}\approx\left(s+\tfrac12\right)E_z\left(\frac1{E-E_a}-\frac1E\right).$$

At fixed $E_a/E$ it falls as $1/E$. Level counting at $10^6$ and $2\times10^6$ cm$^{-1}$, with $E_a=0.4E$ in both cases, agrees with this expression within 5%. These energies are far beyond any real molecule and test the limit alone.

**Q:** An activation energy is a slope on a plot. Why should it be the threshold of $k(E)$?

**A:** In general it need not be. Take the logarithm of (1) and differentiate:

$$-\frac{d\ln k_\infty}{d\beta}
=\frac{\int E\rho k e^{-\beta E}dE}{\int\rho k e^{-\beta E}dE}
-\frac{\int E\rho e^{-\beta E}dE}{\int\rho e^{-\beta E}dE}
=\langle E\rangle_{\rm react}-\langle E\rangle .$$

The slope is the mean energy of the molecules that react minus that of all molecules. As $T\to0$, the first mean tends to the threshold and the second to zero. If the slope is constant at all temperatures, it must equal the threshold.

For our $k(E)$ the distribution of reacting molecules is

$$\frac{k(E)f(E)}{k_\infty}=\frac{A\rho(E-E_a)e^{-\beta E}}{Z\,A\,e^{-\beta E_a}}=f(E-E_a),$$

the thermal distribution moved up by $E_a$. At 900 K the mean energy of all molecules is 0.315 eV and that of the reacting ones 2.815 eV.

**Q:** Some measured activation energies are negative. Does the formula carry over?

**A:** No. Put $E_a=-a$ with $a>0$ and try $\rho k=A\rho(E+a)$. With $x=E+a$,

$$\int_0^\infty\rho(E+a)e^{-\beta E}dE=e^{\beta a}\int_a^\infty\rho(x)e^{-\beta x}dx
=e^{\beta a}\left[Z-\int_0^a\rho(x)e^{-\beta x}dx\right].$$

The lost part of $k_\infty$, relative to the whole, is the thermal fraction of molecules below $a$. For $a=0.1$ eV and our silane model at 900 K it is 0.139. No other $k(E)$ repairs this at all temperatures: $e^{\beta a}Z$ grows exponentially as $\beta\to\infty$, whereas $\rho k$ is never negative, and the transform of such a function on $E\ge0$, if it converges for $\beta>0$, cannot grow with $\beta$.

**Q:** My real objection is that nobody measures at all temperatures. Suppose the law is good to one per cent between 800 and 1000 K.

**A:** Then $k(E)$ is not determined, and a second law shows how badly. Take

$$k_\infty^{c}=A'\frac{T}{T_0}e^{-\beta E'}=\frac{A'}{k_BT_0}\,\frac{e^{-\beta E'}}{\beta}.$$

Let $W(E)=\int_0^E\rho(x)\,dx$ be the number of states up to $E$. Integration by parts gives

$$\int_0^\infty We^{-\beta E}dE=\left[-\frac{We^{-\beta E}}{\beta}\right]_0^\infty+\frac1\beta\int_0^\infty\rho e^{-\beta E}dE=\frac{Z}{\beta},$$

because the bracket vanishes at both ends. The same shift as before yields

$$k^{c}(E)=\frac{A'}{k_BT_0}\,\frac{W(E-E')}{\rho(E)}\quad(E>E').$$

Now make the two laws touch at $T_0$. The slope of the new one is $-d\ln k^c_\infty/d\beta=E'+k_BT$, so $E'=E_a-k_BT_0$. Equal values at $T_0$ require $A'e^{-E'/k_BT_0}=A'e\,e^{-E_a/k_BT_0}=Ae^{-E_a/k_BT_0}$, so $A'=A/e$. Their ratio is

$$\frac{k_\infty^{c}}{k_\infty}=\frac{T}{T_0}\,e^{T_0/T-1}.$$

With $T_0=900$ K it is 1.007 at 800 K and 1.005 at 1000 K. Yet the threshold has moved from 2.50 to 2.42 eV. At 2.48 eV the curved law gives $k=8.8\times10^7\ \mathrm{s^{-1}}$, while (2) gives zero. Above $E_a$ the ratio of the curved rate to (2) oscillates with the vibrational level structure: it is 0.71 at 2.55 eV, 1.48 at 2.6 eV, 0.72 at 2.65 eV, 0.87 at 2.8 eV and 1.02 at 3.0 eV. That the curved rate is smaller somewhere above $E_a$ is unavoidable, since the thermal averages coincide at $T_0$. So (2) is the consequence of one particular continuation of the data.

**Q:** Does that matter in a reactor, or only near the threshold?

**A:** It matters when pressure is low. Let $n(E)$ be the number of reactant molecules per unit energy and $N$ their total. Assume strong collisions: after each one, the energy is redistributed thermally. With collision frequency $\omega$,

$$\frac{dn(E)}{dt}=\omega f(E)N-\omega n(E)-k(E)n(E).$$

When the overall decay is slow compared with $\omega$, set the left side to zero, so that $n=\omega fN/(\omega+k)$. The rate constant of the whole gas is then

$$k_{\rm uni}=\frac1N\int_0^\infty k\,n\,dE=\int_{E_a}^\infty\frac{\omega\,k(E)}{\omega+k(E)}\,f(E)\,dE. \qquad (6)$$

For $\omega\to\infty$ it becomes $k_\infty$. For $\omega\to0$ it becomes $\omega$ times the thermal fraction above $E_a$: each molecule lifted over the threshold reacts before its next collision. In that limit the values of $k(E)$ drop out and the threshold remains.

The steady-state step can be tested at 1200 K and 1 Torr. The lowest decay rate of the full equation, discretized in energy, is 56.99 s$^{-1}$, and (6) on the same energies gives 56.99 s$^{-1}$. The cells here are 50 cm$^{-1}$ wide; on cells of 2 cm$^{-1}$ both numbers move together to 56.41 s$^{-1}$, so the agreement is firm while the value itself carries a 1% grid error.

**Q:** Where does silane at 900 K and 1 Torr stand?

**A:** First, $k_BT=0.07756$ eV, so $k_\infty=10^{15}e^{-2.5/0.07756}=10\ \mathrm{s^{-1}}$. For pure silane with collision diameter $d=0.45$ nm and mass 32 u, the reduced mass of a pair is $\mu=16$ u, and

$$\omega=\frac{p}{k_BT}\,\pi d^2\sqrt{\frac{8k_BT}{\pi\mu}}=7.4\times10^6\ \mathrm{s^{-1}}.$$

At 2.6 eV, $k(E)$ is already 60 times larger than this. The thermal fraction above 2.5 eV is $7.04\times10^{-9}$, so the low-pressure limit is $7.45\times10^6\times7.04\times10^{-9}=0.052\ \mathrm{s^{-1}}$. The integral (6) gives 0.051 s$^{-1}$, half a per cent of $k_\infty$. The ratio $k_{\rm uni}/k_\infty$ rises to 0.044 at 10 Torr, 0.23 at 100 Torr and 0.53 at 760 Torr.

With the curved law, at the same temperature and pressure, $k_{\rm uni}$ is 1.87 times larger, mainly because more molecules lie above the lower threshold. A disagreement below one per cent in $k_\infty$ over the window has become nearly a factor of two.

**Q:** How much of this would survive in a real deposition reactor?

**A:** Low-pressure deposition of silicon from silane works at roughly these temperatures and pressures, and the chosen $A$ and $E_a$ are of realistic size. That the gas reaction is far below its high-pressure limit should survive; 0.051 s$^{-1}$ is good to an order of magnitude at best, and the factors below compound: the first three together give about 0.08 with one active rotation and 0.04 with none. I vary one assumption at a time, keeping 900 K and 1 Torr:

- **Rotations.** Angular momentum is conserved between collisions, so rotational energy is not all free to help the reaction. If one active rotation is assumed instead of three, the low-pressure rate is multiplied by 0.22. In a rigid spherical top the angular momentum fixes all the rotational energy, so no rotation is active and the factor is about 0.11; it depends on where the discrete levels fall relative to $E_a$, and is 0.09 if $E_a$ is raised by 60 cm$^{-1}$. Both values leave out the effect of rotation on the barrier itself.
- **Weak collisions.** Real collisions transfer limited energy. An assumed efficiency of 0.3, applied to $\omega$, multiplies $k_{\rm uni}$ by 0.30.
- **Anharmonicity.** Morse stretches with a 4 eV well and a harmonic wavenumber of 2200 cm$^{-1}$, at unchanged $A$ and $E_a$, multiply it by 1.16. Part of this comes from the fundamental, which falls to 2125 cm$^{-1}$; with the fundamental held at 2200 cm$^{-1}$ the factor would be smaller.
- **Tunnelling.** For an assumed barrier wavenumber of 1000 cm$^{-1}$, the Wigner factor on $k_\infty$ is 1.11. A fitted $A$ and $E_a$ may already contain part of it. Reaction below the threshold, which would matter more at low pressure, is not sized here.

There is also a competing loss at the wafers. Let a fraction $\gamma\ll1$ of the molecules striking the surface react, with the gas well mixed across a gap $h=5$ mm. The flux onto each wall is $\bar v/4$ times the number density, and two walls bound the gap, so the loss rate is $\gamma(\bar v/4)(2/h)$. With $\bar v=772$ m/s it equals $k_{\rm uni}$ at

$$\gamma=\frac{4\times0.0513}{772\times400}=6.6\times10^{-7}.$$

Any larger sticking probability makes the surface the main consumer of silane in this model, which counts one silane per gas-phase event; in the real gas the SiH$_2$ inserts into a second silane, which raises the break-even value by up to a factor of two. Equation (2) describes the gas-phase channel and says nothing about the growth rate of the film. The remaining values are in the numerical output below.

## Computed values

```
Prefactor A = 1.0e+15 s^-1; activation energy = 2.5 eV
Stretches: 4 at 2200 cm^-1; bends: 5 at 950 cm^-1
Rotational constant = 3.0 cm^-1; symmetry number = 12
Temperature = 900 K; pressure = 1.0 Torr
Collision diameter = 0.45 nm; mass = 32 u
kB*T = 0.07756 eV; zero-point energy = 0.8400 eV
High-pressure rate constant = 1.0014e+01 s^-1
State densities, in states per cm^-1:
  E = 2.6 eV: rho(E-Ea) = 9.1093e-01, rho(E) = 2.0249e+06
  E = 2.8 eV: rho(E-Ea) = 2.0595e+01, rho(E) = 3.5004e+06
  E = 3.0 eV: rho(E-Ea) = 1.3058e+02, rho(E) = 5.8658e+06
  E = 3.5 eV: rho(E-Ea) = 4.0235e+03, rho(E) = 1.9155e+07
k(E) in s^-1: formula, Bromwich, classical, curved law
  E = 2.6 eV: 4.4986e+08  4.4997e+08  3.612e+01  6.653e+08
  E = 2.8 eV: 5.8837e+09  5.8804e+09  6.090e+05  5.111e+09
  E = 3.0 eV: 2.2261e+10  2.2294e+10  4.051e+07  2.265e+10
  E = 3.5 eV: 2.1005e+11  2.0995e+11  6.782e+09  2.525e+11
Bromwich smoothing width = 40 cm^-1
Largest relative error, partition function = 7.1e-05
Largest relative error, Arrhenius average = 4.2e-05
Largest relative error, smoothed inversion = 2.1e-07
Mean thermal energy = 0.3149 eV
Mean energy of reacting molecules = 2.8149 eV
Ea = -0.1 eV: missing part of k_inf = 0.1388 (fraction)
Thermal fraction below 0.1 eV = 0.1388
Collision frequency = 7.4490e+06 s^-1
Thermal fraction above Ea = 7.0444e-09
Low-pressure limit omega*fraction = 5.2474e-02 s^-1
k_uni at 1.0 Torr = 5.1333e-02 s^-1
  k_uni/k_inf at 1 Torr = 0.0051
  k_uni/k_inf at 10 Torr = 0.0441
  k_uni/k_inf at 100 Torr = 0.2253
  k_uni/k_inf at 760 Torr = 0.5332
Pressure where k_uni = k_inf/2: 6.221e+02 Torr
Master equation, 1200 K: eigenvalue = 5.6988e+01 s^-1
Steady state, 1200 K: k_uni = 5.6988e+01 s^-1
Neglected effects (ratios without unit):
  Curved/Arrhenius k_inf, 800 K: 1.0072; 1000 K: 1.0054
  Curved-law threshold = 2.4224 eV
  Curved-law k at 0.02 eV below Ea = 8.769e+07 s^-1
  Curved/Arrhenius k_uni at 1.0 Torr = 1.874
  Morse (4.0 eV)/harmonic k_uni = 1.161
  Collision efficiency 0.3: k_uni ratio = 0.304
  1 active rotation/3, low-pressure rate = 0.222
  Wigner factor, barrier 1000 cm^-1 = 1.106
  Wafer gap = 5 mm; mean speed = 771.7 m/s
  Sticking for equal wall and gas loss = 6.65e-07
```
